# Open-circuit voltage noise of a Debye capacitor with fixed charge

## Problem

A capacitor is filled with a dielectric whose polarization has a fast and a slow part. For a small voltage of time dependence $e^{i\omega t}$, the ratio of charge to voltage is the Debye capacitance

$$
C(\omega)=C_\infty+\frac{\Delta C}{1+i\omega\tau},\qquad \Delta C=C_s-C_\infty>0 .
$$

Here $C_s$ is the static capacitance, $C_\infty$ the capacitance seen by changes much faster than $\tau$, and $\tau$ the relaxation time at fixed voltage. The capacitor is given a free charge $Q$ and its terminals are then left open. No charge leaks through the dielectric or around it. After a long wait the capacitor is in equilibrium at temperature $T$.

What is the variance of the terminal voltage $V$? Evaluate it for the model parameters $C_\infty=2$ pF, $C_s=10$ pF, $\tau=1$ ms, $T=300$ K and $Q=1$ pC.

The fast response is taken as lossless and instantaneous, and $V$ means the voltage averaged over the fast motion. The slow polarization is treated classically.

## A tempting solution, which is wrong

Split the charge into the part held by the fast capacitance and a slow polarization charge $P$:

$$
Q=C_\infty V+P. \tag{1}
$$

The slow part belongs to a capacitance $\Delta C$, so its energy is $P^2/(2\Delta C)$. Equipartition gives this quadratic energy the mean value $kT/2$, hence

$$
\operatorname{Var}P=kT\,\Delta C .
$$

Since $Q$ is fixed, (1) gives $\delta V=-\delta P/C_\infty$, and therefore

$$
\operatorname{Var}V=\frac{kT\,\Delta C}{C_\infty^2}\qquad\text{(wrong)}.
$$

For the given parameters this is an rms voltage of 91 µV.

## Where the fault lies

Equation (1) and the relation $\delta V=-\delta P/C_\infty$ are sound. The fault is in the energy. When $P$ fluctuates at fixed $Q$, the charge $Q-P$ on the fast capacitance changes too, and so does its energy $(Q-P)^2/(2C_\infty)$. This energy was left out. It opposes the fluctuation: an excess of $P$ lowers the voltage, and the lowered voltage no longer sustains the excess.

The value $kT\,\Delta C$ does describe a real situation, that of terminals held at fixed voltage. A source then supplies whatever charge is needed, the fast capacitance keeps its charge $C_\infty V$, and the part of the energy that depends on $P$ is $P^2/(2\Delta C)-PV$. The linear term shifts the mean of $P$ to $\Delta C\,V$ and leaves the variance at $kT\,\Delta C$. The wrong solution thus takes a variance from fixed voltage and converts it with a relation that holds at fixed charge.

## The right solution

**Equation of motion.** The slow charge relaxes towards the value $\Delta C\,V$ that suits the present voltage:

$$
\tau\frac{dP}{dt}=\Delta C\,V-P. \tag{2}
$$

For the time factor $e^{i\omega t}$ this reads $(1+i\omega\tau)P=\Delta C\,V$. Inserted in (1), it gives $Q=C(\omega)V$ with the Debye capacitance, so (1) and (2) are the Debye capacitor written in time.

**Energy at fixed charge.** Let $E(P;Q)$ be the energy that governs the slow charge, with all faster motion already averaged over:

$$
E(P;Q)=\frac{(Q-P)^2}{2C_\infty}+\frac{P^2}{2\Delta C}. \tag{3}
$$

The first term is the work of charging the fast capacitance. The coefficient of the second follows from the static response. Differentiation gives

$$
\frac{\partial E}{\partial P}=-\frac{Q-P}{C_\infty}+\frac{P}{\Delta C}=-V+\frac{P}{\Delta C},
$$

which vanishes at $P=\Delta C\,V$, as (2) demands of the static state. Moreover, (2) can now be written $dP/dt=-(\Delta C/\tau)\,\partial E/\partial P$, so the slow charge runs down the slope of $E$.

**Completing the square.** The coefficient of $P^2/2$ in (3) is

$$
K=\frac1{C_\infty}+\frac1{\Delta C}=\frac{\Delta C+C_\infty}{C_\infty\Delta C}=\frac{C_s}{C_\infty\Delta C},
$$

and the term linear in $P$ is $-QP/C_\infty$. The minimum therefore lies at

$$
P_0=\frac{Q}{C_\infty K}=\frac{\Delta C}{C_s}\,Q .
$$

The value of $E$ at the minimum is

$$
\frac{Q^2}{2C_\infty}-\frac{KP_0^2}{2}
=\frac{Q^2}{2}\left[\frac1{C_\infty}-\frac{\Delta C}{C_\infty C_s}\right]
=\frac{Q^2}{2}\,\frac{C_s-\Delta C}{C_\infty C_s}=\frac{Q^2}{2C_s},
$$

because $C_s-\Delta C=C_\infty$. Altogether

$$
E(P;Q)=\frac{Q^2}{2C_s}+\frac K2\,(P-P_0)^2. \tag{4}
$$

**Variance.** The Boltzmann weight $e^{-E/kT}$ is a Gaussian in $P$ with mean $P_0$ and variance

$$
\operatorname{Var}P=\frac{kT}{K}=kT\,\frac{C_\infty\Delta C}{C_s}.
$$

This is smaller than the fixed-voltage value $kT\,\Delta C$ by the factor $C_\infty/C_s$. The mean voltage is

$$
\langle V\rangle=\frac{Q-P_0}{C_\infty}=\frac{Q}{C_\infty}\,\frac{C_s-\Delta C}{C_s}=\frac{Q}{C_s},
$$

as it must be. With $\delta V=-\delta P/C_\infty$,

$$
\operatorname{Var}V=\frac{1}{C_\infty^2}\,kT\,\frac{C_\infty\Delta C}{C_s}
=kT\,\frac{C_s-C_\infty}{C_\infty C_s},
$$

that is,

$$
\boxed{\operatorname{Var}V=kT\left(\frac1{C_\infty}-\frac1{C_s}\right)} \tag{5}
$$

Neither $Q$ nor $\tau$ appears. The charge shifts the minimum of the parabola (4) without changing its curvature, and the relaxation time sets how fast the fluctuations run, not how large they are.

**Limits.** If $C_s\to C_\infty$ there is no slow polarization, and the variance vanishes. If $C_s\gg C_\infty$ it tends to $kT/C_\infty$: the slow charge then costs almost no energy of its own and moves like free charge on the capacitance $C_\infty$. The wrong result exceeds (5) by the factor $C_s/C_\infty$, so it is nearly right for a weak slow response and fails badly for a strong one.

## The same result from the static response

The quadratic energy (3) is not essential. Let $x$ denote a configuration of the slow degrees of freedom, for instance the orientations of many dipoles, and $H(x;Q)$ its energy. Adding charge $dQ$ at fixed $x$ costs the work $V\,dQ$, so $V=\partial H/\partial Q$. At fixed $x$ only the fast response acts, so $\partial V/\partial Q=1/C_\infty$. The weights are

$$
w_x=\frac{e^{-H/kT}}{\sum_{x'}e^{-H/kT}} .
$$

In the derivative of $w_x$ with respect to $Q$, the numerator contributes $-V/kT$ and the normalization $+\langle V\rangle/kT$:

$$
\frac{dw_x}{dQ}=-\frac{w_x}{kT}\bigl(V-\langle V\rangle\bigr).
$$

The mean $\langle V\rangle=\sum_x w_xV$ changes with $Q$ both through $V$ and through the weights:

$$
\frac{d\langle V\rangle}{dQ}=\frac1{C_\infty}-\frac1{kT}\bigl\langle V(V-\langle V\rangle)\bigr\rangle
=\frac1{C_\infty}-\frac{\operatorname{Var}V}{kT}. \tag{6}
$$

For a linear dielectric the left side is $1/C_s$, and (6) is again (5). The fluctuation is thus tied to the gap between the immediate and the final voltage response to added charge. Equation (6) also covers a slow polarization with many relaxation times, and a nonlinear one if $1/C_s$ is read as the slope $d\langle V\rangle/dQ$ at the charge in question, provided that $C_\infty$ is the same constant in every configuration $x$.

A case where (3) does not hold is a set of 40 two-state dipoles, coupled only through the common voltage, each with polarization charge $+p$ or $-p$, and with energy $(Q-P)^2/(2C_\infty)$, where $P$ is their sum. In units with $kT=C_\infty=1$ and with $p=0.3$, an explicit sum over all states gives $\operatorname{Var}V=0.786$ at $Q=0$ and $0.732$ at $Q=8$. The slopes $d\langle V\rangle/dQ$, found by finite differences, are 0.214 and 0.268, and one minus these slopes reproduces both variances. The variance now depends on the charge. The trend agrees with saturation: at fixed voltage the mean polarization charge of such dipoles is $40\,p\tanh(pV/kT)$, whose slope falls as $|V|$ grows, so the differential capacitance falls and its inverse rises.

## How the voltage fluctuates in time

Inserting $V=(Q-P)/C_\infty$ in (2) gives

$$
\tau\frac{dP}{dt}=\frac{\Delta C}{C_\infty}Q-\left(1+\frac{\Delta C}{C_\infty}\right)P
=\frac{\Delta C}{C_\infty}Q-\frac{C_s}{C_\infty}P .
$$

A deviation from equilibrium at fixed charge therefore decays with the time

$$
\tau_Q=\tau\,\frac{C_\infty}{C_s},
$$

which is shorter than $\tau$. The restoring effect that reduces $\operatorname{Var}P$ also speeds up the relaxation, by the same factor.

The mean of a spontaneous deviation, given its value at time zero, follows the same linear law. Multiplying by the initial deviation and averaging gives

$$
\langle\delta V(t)\,\delta V(0)\rangle=\operatorname{Var}V\;e^{-|t|/\tau_Q}.
$$

The spectral density, one-sided in the frequency $f=\omega/2\pi$, is four times the cosine transform over positive times:

$$
S_V=4\operatorname{Var}V\int_0^\infty e^{-t/\tau_Q}\cos\omega t\,dt
=\frac{4\operatorname{Var}V\,\tau_Q}{1+\omega^2\tau_Q^2}. \tag{7}
$$

This can be compared with the impedance $Z=1/(i\omega C)$. First,

$$
\frac1{C(\omega)}=\frac{1+i\omega\tau}{C_s+i\omega\tau C_\infty}
=\frac1{C_s}\,\frac{1+i\omega\tau}{1+i\omega\tau_Q}
=\frac1{C_s}+\frac{i\omega(\tau-\tau_Q)}{C_s(1+i\omega\tau_Q)},
$$

where the last step uses $1+i\omega\tau=(1+i\omega\tau_Q)+i\omega(\tau-\tau_Q)$. Since $\tau=\tau_QC_s/C_\infty$, we have $(\tau-\tau_Q)/C_s=\tau_Q(1/C_\infty-1/C_s)$. Division by $i\omega$ gives

$$
Z(\omega)=\frac1{i\omega C_s}+\left(\frac1{C_\infty}-\frac1{C_s}\right)\frac{\tau_Q}{1+i\omega\tau_Q}. \tag{8}
$$

For $\omega>0$ the first term is imaginary, and the real part of the second is obtained by replacing $1/(1+i\omega\tau_Q)$ with $1/(1+\omega^2\tau_Q^2)$. With (5) and (7) it follows that $S_V=4kT\,\mathrm{Re}\,Z$, the Nyquist formula. Integrating back,

$$
\int_0^\infty S_V\,df=4\operatorname{Var}V\,\tau_Q\cdot\frac1{2\pi\tau_Q}\cdot\frac\pi2=\operatorname{Var}V .
$$

A separate check lets $P$ hop thermally on a grid, with rates that obey detailed balance. The spectrum of this process agrees with $4kT\,\mathrm{Re}\,Z$ to within 0.03 % of the latter at $\omega\tau_Q=0.3$, 1 and 3.

## If the charge is not fixed

Let a resistance $R_L$ at the same temperature now join the terminals, and wait until the free charge has equilibrated too. By (4), integrating the Boltzmann weight over $P$ leaves a weight $e^{-Q^2/(2C_skT)}$ for the charge, so $\operatorname{Var}Q=kT\,C_s$. The voltage is $Q/C_s$ plus a deviation whose distribution does not depend on $Q$. The two variances add:

$$
\operatorname{Var}V=\frac{kT\,C_s}{C_s^2}+kT\left(\frac1{C_\infty}-\frac1{C_s}\right)=\frac{kT}{C_\infty}. \tag{9}
$$

This exposes the wrong solution by another route. Freeing the charge adds a variance, so the fixed-charge value cannot exceed $kT/C_\infty$. The wrong expression $kT\,\Delta C/C_\infty^2$ does so whenever $\Delta C>C_\infty$.

For a weak leak the two parts are separated in frequency. At frequencies of order $1/(R_LC_s)$, far below $1/\tau$, the capacitance is nearly $C_s$ and the impedance is nearly $R_L/(1+i\omega R_LC_s)$. The real part of this expression, multiplied by $4kT$, is a noise peak of area $kT/C_s$ and of a width of order $1/(R_LC_s)$. As $R_L\to\infty$ this peak shrinks to zero frequency. A voltage record long compared with $\tau_Q$ but short compared with $R_LC_s$ sees a nearly constant charge. The slow drift of the charge during a record of length $t_{\rm rec}$ adds about $(kT/C_s)\,t_{\rm rec}/(3R_LC_s)$ to the variance about the record's own mean, which is the fraction $(C_\infty/\Delta C)\,t_{\rm rec}/(3R_LC_s)$ of (5). The record variance is given by (5) when this fraction is small. For a weak slow response, $\Delta C\ll C_\infty$, the record must therefore be short compared with $R_LC_s\,\Delta C/C_\infty$.

## Numbers

The thermal energy at 300 K is $kT=4.142\times10^{-21}$ J, and

$$
\frac1{C_\infty}-\frac1{C_s}=(5-1)\times10^{11}\ \mathrm{F^{-1}}=4\times10^{11}\ \mathrm{F^{-1}} .
$$

Hence

$$
\operatorname{Var}V=4.142\times10^{-21}\times4\times10^{11}\ \mathrm{V^2}=1.657\times10^{-9}\ \mathrm{V^2},
$$

an rms voltage of 40.7 µV on a mean of $Q/C_s=0.1$ V. Direct integration over the Boltzmann weight gives the same variance at $Q=0$ and at $Q=1$ pC. The wrong value of 91 µV is too large by the factor $\sqrt{C_s/C_\infty}=\sqrt5$. It even exceeds the 45.5 µV of the leaky capacitor.

The rms slow charge is $8.14\times10^{-17}$ C, about 508 elementary charges. At fixed voltage it would be $1.82\times10^{-16}$ C.

The relaxation time at fixed charge is $\tau_Q=1\ \mathrm{ms}\times2/10=0.2$ ms. The noise is flat at 1.15 µV/√Hz up to the region of the corner frequency $1/(2\pi\tau_Q)\approx796$ Hz.

The long wait in the problem matters. If the charge is placed on an unpolarized capacitor, the voltage starts at $Q/C_\infty=0.5$ V and decays as

$$
V(t)=0.1\ \mathrm V+0.4\ \mathrm V\;e^{-t/\tau_Q}.
$$

After $5\tau_Q$ it is 0.1027 V. The remaining drift of 2.7 mV is still some 66 times the rms noise. It falls to the noise level when $e^{-t/\tau_Q}=40.7\ \text{µV}/0.4\ \mathrm V$, which is at $t\approx9.2\,\tau_Q$, or about 1.8 ms.

For a leak of $R_L=2\times10^{13}$ Ω the charge relaxes in $R_LC_s=200$ s. Cutting the spectrum at $\omega_c=5$ rad/s leaves $1.656\times10^{-9}$ V² above the cut and $4.150\times10^{-10}$ V² below it. The predictions are $1.657\times10^{-9}$ V² from (5) and $4.142\times10^{-10}$ V² from $kT/C_s$. The small surplus below the cut comes from the overlap of the two peaks. A fraction $(2/\pi)\,\omega_c\tau_Q=6.4\times10^{-4}$ of the fast part lies below the cut, and an equal fraction of the slow part lies above it. The net transfer is $6.4\times10^{-4}\times(16.57-4.14)\times10^{-10}\ \mathrm{V^2}\approx8\times10^{-13}$ V², which accounts for the difference.

The classical treatment of the slow charge requires $\hbar/\tau_Q\ll kT$. Here the ratio is about $1.3\times10^{-10}$. The quantum noise of the fast response is outside the model, since $V$ was defined as an average over that motion. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
C_inf = 2.000 pF
C_s = 10.000 pF
Delta C = 8.000 pF
tau (fixed voltage) = 1.000 ms
tau_Q (fixed charge) = 0.200 ms
T = 300.0 K
kT = 4.1419e-21 J
Q = 1.000 pC
1/C_inf - 1/C_s = 4.0000e+11 1/F
mean V, Boltzmann quadrature = 0.100000 V
Var V, formula = 1.65678e-09 V^2
Var V, quadrature at Q = 1 pC: 1.65678e-09 V^2
Var V, quadrature at Q = 0: 1.65678e-09 V^2
Var V, integral of 4kT Re Z = 1.65678e-09 V^2
rms V = 40.704 microvolt
rms P at fixed charge = 8.1407e-17 C
  same in elementary charges = 508.1
rms P at fixed voltage = 1.8203e-16 C
Var P ratio, fixed V / fixed Q = 5.0000
wrong estimate sqrt(kT Delta C)/C_inf = 91.016 microvolt
Charge step: t/tau_Q, V integrated (V), V formula (V)
  0.0  0.500000  0.500000
  0.5  0.342612  0.342612
  1.0  0.247152  0.247152
  2.0  0.154134  0.154134
  5.0  0.102695  0.102695
low-frequency plateau S_V = 1.3254e-12 V^2/Hz
  its square root = 1.1513 microvolt/sqrt(Hz)
corner frequency 1/(2 pi tau_Q) = 795.77 Hz
Spectrum: w*tau_Q, master equation, 4kT Re Z (V^2/Hz)
  0.3  1.2163e-12  1.2160e-12
  1.0  6.6271e-13  6.6271e-13
  3.0  1.3251e-13  1.3254e-13
Dipole sum, kT = C_inf = 1, N = 40, p = 0.3 (reduced units):
  Q, d<V>/dQ, Var V from sum, 1 - d<V>/dQ
  0.0  0.214069  0.785931  0.785931
  8.0  0.268208  0.731792  0.731792
leak resistance = 2.0e+13 ohm
leak time R_L C_s = 200.0 s
cut angular frequency = 5.000 rad/s
leaky: total Var V = 2.07097e-09 V^2
  kT/C_inf = 2.07097e-09 V^2
leaky: part above cut = 1.65599e-09 V^2
leaky: part below cut = 4.14982e-10 V^2
  kT/C_s = 4.14195e-10 V^2
leaky: total rms V = 45.508 microvolt
hbar/(kT tau_Q) = 1.27e-10 (dimensionless)
```
